# Adjoint fitting of composition-dependent mobilities to several ternary diffusion profiles

## Definitions and conventions

A ternary alloy has mole fractions \(x_{\rm Cr},x_{\rm Al}\) and \(x_{\rm Ni}=1-x_{\rm Cr}-x_{\rm Al}\). The first two are independent and carry the indices \(j,k,l\); the index \(i\) runs over all three species, as does \(j\) in the free energy \(G\) and its derivative \(\partial G/\partial N_i\). Temperature is measured in energy units (\(k_B=1\)), so \(T=0.12693\) eV at 1473 K. Lengths are in µm and times in h.

The model is a single substitutional phase with constant molar volume, vacancies in equilibrium and a diagonal Onsager matrix on the lattice. Relative to the lattice, species \(i\) has the flux \(-q_i\), with

\[
q_i=\frac{x_iD_i}{T}\nabla\mu_i,\qquad D_i=D_u\,e^{\Phi_i/T},\qquad \Phi_i=\sum_m\Phi_{im}\varphi_m(x).
\]

Here \(D_i\) is the tracer diffusivity, \(D_u=100\) µm²/h, and \(\varphi=(1,\;x_{\rm Cr}-0.15,\;x_{\rm Al}-0.05)\). The unknowns \(\Phi_{im}\), in eV, are a value at the reference composition and two slopes for each species. The mobility is \(D_i/T\).

Measured profiles refer to a frame in which the fluxes sum to zero. Subtracting the drift \(x_k\sum_i(-q_i)\) gives

\[
J_k=-q_k+x_k\sum_i q_i .
\]

The chemical potentials follow from the regular-solution free energy

\[
\frac GT=\sum_iN_i\ln\frac{N_i}{N}+\frac1{2N}\sum_{ij}W_{ij}N_iN_j ,
\]

with \(W\) symmetric, zero on its diagonal and equal to the interaction energies divided by \(T\). In \(\partial G/\partial N_i\) the logarithms contribute \(\ln x_i+1-\sum_jN_j/N=\ln x_i\), so

\[
\mu_i/T=\ln x_i+(Wx)_i-\tfrac12x^{\mathsf T}Wx .
\]

Let \(E_{ij}=\partial x_i/\partial x_j\), with rows \((1,0),(0,1),(-1,-1)\). Differentiating and multiplying by \(x_i\) gives

\[
\Gamma_{ij}=\frac{x_i}{T}\frac{\partial\mu_i}{\partial x_j}=E_{ij}+x_iB_{ij},\qquad B_{ij}=(WE)_{ij}-(x^{\mathsf T}WE)_j .
\]

With \(g=\nabla x\), \(q_i=D_i\sum_j\Gamma_{ij}g_j\), and therefore

\[
J_k=-\sum_j\tilde D_{kj}g_j,\qquad \tilde D_{kj}=\sum_i(\delta_{ki}-x_k)D_i\Gamma_{ij}.
\]

If Al is absent, \(\Gamma_{\rm AlCr}=0\). Since \(\sum_i\Gamma_{ij}=0\), also \(\Gamma_{\rm NiCr}=-\Gamma_{\rm CrCr}\), and the matrix reduces to Darken's binary result

\[
\tilde D_{\rm CrCr}=\left[(1-x_{\rm Cr})D_{\rm Cr}+x_{\rm Cr}D_{\rm Ni}\right]\Gamma_{\rm CrCr}.
\]

In a Ni-rich alloy \(D_{\rm Ni}\) thus enters with a small weight, and a rise in it can be offset by a fall in \(D_{\rm Cr}\). Both facts return in the error bars.

## The example and the naive scheme

Four synthetic Ni–Cr–Al couples, 1200 µm long with closed ends, are annealed for 16 h. Their end compositions \((x_{\rm Cr},x_{\rm Al})\) are

1. (0.02, 0.10) and (0.28, 0.02);
2. (0.05, 0.05) and (0.30, 0.05);
3. (0.15, 0.01) and (0.15, 0.11);
4. (0.05, 0.01) and (0.22, 0.09).

The interaction energies are −0.4 eV (Cr–Al), −0.1 eV (Cr–Ni) and −1.2 eV (Al–Ni). Independent Gaussian noise of \(\sigma=0.001\) in mole fraction is added to 960 values. The Ni slopes are held at zero, which leaves seven parameters \(\theta\).

One matrix element shows the arithmetic. At the reference composition the formulas give \(\Gamma_{\rm CrAl}=0.762\), \(\Gamma_{\rm AlAl}=1.845\) and \(\Gamma_{\rm NiAl}=-2.607\), which sum to zero. The tracer diffusivities used to make the data are 100, 257.4 and 62.3 µm²/h for Cr, Al and Ni. Hence \(\sum_iD_i\Gamma_{i\rm Al}=76.2+474.9-162.5=388.6\) and

\[
\tilde D_{\rm CrAl}=76.2-0.15\times388.6=17.9\ \text{µm}^2/\text{h}.
\]

The element \(\tilde D_{\rm AlCr}=78.3\) µm²/h is larger. It drives Al down the Cr gradient in couple 2, where Al starts flat and departs from its initial value by up to 0.011.

The naive scheme takes one couple, minimises

\[
S(\theta)=\tfrac12|r|^2,\qquad r=(c_N-y)/\sigma,
\]

where \(c_N\) is the computed final profile and \(y\) the data, obtains \(\nabla S\) from difference quotients, and reads error bars from the curvature. It has four weaknesses: the cost and step dependence of the derivatives, the poor information in one couple, the nonlinearity of the error estimate, and the silence of that estimate about wrong physics.

## Replacing difference quotients

Central differences need two complete simulations per parameter. Another route is to differentiate the continuous equations and evaluate the result separately from the time-stepping scheme, but this need not give the derivative of the computed \(S\). One backward Euler step of \(\dot c=-\theta c\) shows the mismatch. The scheme gives \(c_1=c_0/(1+\theta\Delta t)\), so

\[
\frac{dc_1}{d\theta}=-\frac{\Delta t\,c_0}{(1+\theta\Delta t)^2}=-\frac{\Delta t\,c_1}{1+\theta\Delta t}.
\]

The continuous sensitivity \(-tc\), evaluated on the computed \(c_1\), lacks the last denominator. A line search would then receive a slope that disagrees with its function values. The remedy is to differentiate the discrete equations.

Divide each couple into cells of width \(h\). At a face between cells \(L\) and \(R\) take \(x=(x_L+x_R)/2\) and \(g=(x_R-x_L)/h\). The rate of change in a cell is \(F=(J_{\rm left}-J_{\rm right})/h\), with zero flux at the ends. The chain rule gives

\[
\frac{\partial J}{\partial x_L}=\frac12\frac{\partial J}{\partial x}+\frac{\tilde D}{h},\qquad
\frac{\partial J}{\partial x_R}=\frac12\frac{\partial J}{\partial x}-\frac{\tilde D}{h}.
\]

The derivative at fixed \(g\) needs

\[
\frac{\partial\Gamma_{ij}}{\partial x_l}=E_{il}B_{ij}-x_i(E^{\mathsf T}WE)_{lj},\qquad
\frac{\partial q_i}{\partial x_l}=\frac{\Phi_{il}}{T}q_i+D_i\sum_j\frac{\partial\Gamma_{ij}}{\partial x_l}g_j ,
\]

\[
\frac{\partial J_k}{\partial x_l}=-\frac{\partial q_k}{\partial x_l}+\delta_{kl}\sum_iq_i+x_k\sum_i\frac{\partial q_i}{\partial x_l}.
\]

For the parameters, \(\partial q_i/\partial\Phi_{im}=q_i\varphi_m/T\), and the same change of frame gives \(\partial J/\partial\theta\) and hence \(F_\theta\).

The first time step is backward Euler, which damps the initial jump. Later steps use the second-order backward formula BDF2:

\[
R_1=c_1-c_0-\Delta t\,F(c_1)=0,
\]
\[
R_n=\tfrac32c_n-2c_{n-1}+\tfrac12c_{n-2}-\Delta t\,F(c_n)=0\quad(n\ge2).
\]

Newton's method solves each step with the matrix \(A_n=\alpha_n I-\Delta t\,\partial F/\partial c_n\), where \(\alpha_1=1\) and \(\alpha_n=3/2\) afterwards.

Because every \(R_n\) vanishes for every \(\theta\), the function

\[
\mathcal L=S-\sum_{n=1}^N\lambda_n^{\mathsf T}R_n
\]

equals \(S\) for any choice of \(\lambda_n\). Choose them so that \(\mathcal L\) is stationary in each \(c_n\); the unknown \(dc_n/d\theta\) then drops out. The state \(c_n\) occurs in \(R_n\) through \(A_n\), in \(R_{n+1}\) with coefficient \(-2\), and in \(R_{n+2}\) with coefficient \(+\tfrac12\). Thus

\[
A_N^{\mathsf T}\lambda_N=\frac{c_N-y}{\sigma^2},\qquad
A_n^{\mathsf T}\lambda_n=2\lambda_{n+1}-\tfrac12\lambda_{n+2}\quad(n<N),
\]

with \(\lambda_{N+1}=0\). What remains is the explicit dependence on \(\theta\). Since \(\partial R_n/\partial\theta=-\Delta t\,F_\theta(c_n)\), the two minus signs cancel:

\[
\frac{dS}{d\theta}=\Delta t\sum_{n=1}^N\lambda_n^{\mathsf T}F_\theta(c_n).
\]

In the scalar example \(\lambda_1=(c_1-y)/[\sigma^2(1+\theta\Delta t)]\) and \(F_\theta=-c_1\), which restores the missing denominator.

With 30 time steps, a simulation from the starting guess takes 77 linear solves. The adjoint sweep adds 30, whatever the number of parameters. Central differences for seven parameters take \(14\times77=1078\). The price of the adjoint is storage of all time levels.

## Verifying before fitting

A wrong gradient can still lead downhill, so a falling misfit does not validate it. The derivatives are therefore checked at the starting guess, where \(S=3479\) and the gradient is not small. A relative error would be misleading for a component that happens to lie near zero. With \(J=\partial r/\partial\theta\), the Cauchy–Schwarz inequality gives \(|\partial S/\partial\theta_k|\le|J_k||r|\), where \(J_k\) is column \(k\), and errors are quoted relative to this bound.

Central differences with a step of \(10^{-4}\) eV agree with the adjoint to \(2.1\times10^{-7}\). One step size cannot separate truncation error from a small mistake. Taylor expansion supplies the distinction:

\[
\frac{S(\theta+\epsilon d)-S(\theta-\epsilon d)}{2\epsilon}=d\cdot\nabla S+\frac{\epsilon^2}{6}\,\frac{d^3S(\theta+sd)}{ds^3}\bigg|_{s=0}+\dots
\]

A correct gradient leaves an error that falls a hundredfold per decade of \(\epsilon\); a wrong one leaves a plateau. Along a direction that changes all seven parameters, the error is \(1.3\times10^{-3}\), \(1.3\times10^{-5}\) and \(1.3\times10^{-7}\) for steps of \(10^{-2}\), \(10^{-3}\) and \(10^{-4}\) eV. At \(10^{-7}\) eV the quadratic law would give about \(10^{-13}\), but the error is \(2.4\times10^{-10}\), as expected when rounding in \(S\) is divided by a very small step.

A second check propagates the sensitivities \(s_n=\partial c_n/\partial\theta\) forward. Differentiating \(R_n=0\) gives

\[
A_ns_n=2s_{n-1}-\tfrac12s_{n-2}+\Delta t\,F_\theta(c_n)\quad(n\ge2),
\]

with \(s_0=0\) and \(A_1s_1=\Delta t\,F_\theta(c_1)\). Then \(J=s_N/\sigma\), and \(J^{\mathsf T}r\) agrees with the adjoint gradient to rounding.

These checks concern derivatives, not the diffusion equation. For a very small composition step \(\Delta\) about a mean \(\bar x\), \(\tilde D\) is nearly constant. If \(\tilde D=V\,\mathrm{diag}(\Lambda_a)V^{-1}\), the components of \(V^{-1}x\) diffuse independently, so

\[
x(z,t)=\bar x+\tfrac12V\,\mathrm{diag}\!\left[\operatorname{erf}\frac{z}{2\sqrt{\Lambda_at}}\right]V^{-1}\Delta .
\]

The solver reproduces this to \(1.1\times10^{-3}\) of the larger component of \(\Delta\).

## Minimising, and why one couple fails

The minimisation uses the BFGS method. It moves along \(-H\nabla S\), halves the step if \(S\) does not fall enough, and updates \(H\) from the step \(s\) and gradient change \(y_g\):

\[
H\leftarrow VHV^{\mathsf T}+\rho ss^{\mathsf T},\qquad V=I-\rho sy_g^{\mathsf T},\qquad \rho=1/(s^{\mathsf T}y_g).
\]

(This \(V\) is unrelated to the eigenvectors above.) Since \(V^{\mathsf T}y_g=0\), the new \(H\) maps \(y_g\) to \(s\), as an inverse Hessian does for a quadratic function. The first \(H\) is \((J^{\mathsf T}J)^{-1}\), which puts values and slopes on comparable scales. The fit takes 12 gradient evaluations.

For small errors, \(r\simeq-\varepsilon+J\,\delta\theta\), where \(\varepsilon\) is the noise in units of \(\sigma\). Setting \(J^{\mathsf T}r=0\) gives

\[
\delta\theta=CJ^{\mathsf T}\varepsilon,\qquad C=(J^{\mathsf T}J)^{-1},\qquad
\langle\delta\theta\,\delta\theta^{\mathsf T}\rangle=CJ^{\mathsf T}JC=C .
\]

The 95 % half-widths are \(1.96\sqrt{C_{kk}}\). The slope of \(\Phi_{\rm Al}\) with \(x_{\rm Al}\) has a half-width of 17 eV from couple 1 alone and 0.11 eV from all four. Couple 1, whose path departs from a straight line by less than 2 % of its length, is the worst case for this parameter. Couple 4, whose path is far more curved, gives 0.75 eV alone, which still exceeds the slope itself.

Suppose the profile of couple 1 followed a straight line in composition space, \(\varphi_{\rm Al}=a+b\varphi_{\rm Cr}\). Its end points give \(a=0.01\) and \(b=-0.31\). On that line

\[
\Phi_i=(\Phi_{i0}+a\Phi_{i\rm Al})+(\Phi_{i\rm Cr}+b\Phi_{i\rm Al})\varphi_{\rm Cr},
\]

so three parameters appear in two combinations, and the third direction is invisible. The curvature of the true path makes it faintly visible. The uncertainties should then stand nearly in the ratio \(|a|:|b|:1\), that is 0.17, 5.3 and 17 eV for the Al parameters; the linearised half-widths are 0.18, 4.8 and 17 eV. Because \(J^{\mathsf T}J\) is a sum over couples, paths in other directions supply what is missing. More points on the same path would shrink the intervals only as the inverse square root of their number.

## Testing the intervals

The fit gives the following tracer diffusivities at the reference composition. The intervals are asymmetric because they are symmetric in \(\Phi\). For Ni this shape is only approximate: the range over which \(2S\), with the other six parameters refitted, rises by less than 3.84 is 42–75 µm²/h, nearly symmetric in \(D_{\rm Ni}\).

| | \(D\), µm²/h | 95 % interval | \(D\), cm²/s |
|---|---|---|---|
| Cr | 103 | 99–106 | \(2.85\times10^{-10}\) |
| Al | 255 | 250–260 | \(7.1\times10^{-10}\) |
| Ni | 58 | 44–78 | \(1.6\times10^{-10}\) |

The wide Ni interval, and the correlation of −0.91 between the Ni and Cr values, agree with the trade-off in Darken's formula. All seven true parameters lie within their intervals, though the slope of \(\Phi_{\rm Cr}\) with \(x_{\rm Al}\) does so narrowly: 0.45 eV was fitted, with half-width 0.16 eV, and 0.60 eV is true. The misfit per degree of freedom, \(2S/953=0.894\), is 2.3 standard deviations below one. As the noise level is known here, this is a chance fluctuation, and the intervals are not rescaled.

One data set cannot test an interval, so fresh noise is added to the fitted profiles and the parameters are refitted. An economical iteration would be \(\theta\leftarrow\theta-C\nabla S\) with \(C\) frozen. Near the new minimum, where the sensitivities are \(J'\) and the Hessian is approximately \(J'^{\mathsf T}J'\), it multiplies the error by \(I-CJ'^{\mathsf T}J'\). The largest eigenvalue modulus of this matrix has a median of 0.46 over 16 refits and reaches 2.56, so the new minimum can repel the frozen iteration, which then fails to converge. The sensitivities vary too much within the range of the noise. Gauss–Newton steps with \(J\) recomputed each time are used instead, until the last correction is below 0.02 standard deviations.

Measured by \((\delta\theta^{\mathsf T}C^{-1}\delta\theta)^{1/2}\), the refits depart from the linear estimate by up to 1.2, so the problem is visibly nonlinear. Even so, the mean of \(\delta\theta^{\mathsf T}C^{-1}\delta\theta\) is 6.6, against an expected \(7\pm0.9\), and 93 % of the individual intervals cover. Sixteen refits would reveal a gross error in \(C\), not a subtle one.

The refits share the mesh of the fit and cannot see its error. The original data came from a mesh and time step three times finer. This difference shifts a parameter by at most 0.57 standard deviations, which is inside the intervals but not negligible. Less noise would call for a finer mesh.

## What the intervals leave out

To size wrong physics, noise-free profiles are made with altered physics and refitted with the unchanged model. Interactions stronger by 10 % shift the Ni value by 0.063 eV, against a half-width of 0.037 eV, and the Cr value by −0.009 eV, against 0.004 eV. The fit hardly reveals this: the remaining misfit is 0.066 noise units, which adds \(960\times0.066^2\simeq4\) to \(2S\), whose random spread is \(\sqrt{2\times953}\simeq44\). A good overall misfit therefore does not confirm the thermodynamic input. The added 4 lies along a single direction, however: a common scale of the interactions, fitted as an eighth parameter, has a linearised half-width of about 9 %, and the half-width of the Ni value then grows from 0.037 to 0.085 eV.

The vacancy wind is a second omission. Manning's relation replaces \(q_i\) by

\[
q_i+\frac{1-f}{f}\,\frac{x_iD_i}{\sum_jx_jD_j}\sum_jq_j,\qquad f=0.7815
\]

for an fcc lattice. It changes \(\tilde D_{\rm AlAl}\) by 3 % and the much smaller \(\tilde D_{\rm CrAl}\) by 26 %, and shifts the Ni value by 0.051 eV, again beyond its interval. By contrast, giving \(\Phi_{\rm Ni}\) a slope of 0.3 eV with \(x_{\rm Al}\) moves every fitted parameter by less than its half-width, which supports holding this slope at zero if its true size is no larger. The Ni slope with \(x_{\rm Cr}\) matters more: at 0.3 eV it would shift the slope of \(\Phi_{\rm Cr}\) with \(x_{\rm Cr}\) by about that parameter's half-width, so the interval stated for it assumes a much smaller Ni slope.

The example is set in the regime of Ni-rich fcc alloys near 1473 K, where tracer diffusivities are roughly \(10^{-10}\) to \(10^{-9}\) cm²/s; its inputs are rough values, not an assessment. In a real experiment the furnace temperature also matters. From \(D\propto e^{-Q/T}\), an error \(\delta T\) changes \(\Phi=T\ln(D/D_u)\) by \(Q\,\delta T/T\). With a rough \(Q=2.9\) eV and 5 K this is 0.010 eV, four times the half-width of the Al value. Unequal atomic volumes, again with rough inputs, change the volume across a couple by up to 2.9 %. If all of this acted as an error of length, \(D\propto\text{length}^2\) would shift \(\Phi\) by about \(2\times0.029\,T=0.007\) eV. Calibration errors shared by neighbouring points would break the assumption of independent noise. The eigenvalues of \(\tilde D\) are positive over the final profiles and at the end compositions, so small composition fluctuations there decay. This does not exclude the nucleation of a second composition or of another phase; a couple in which that happens lies outside this model.

For noise and input errors of these sizes, then, temperature and thermodynamic input limit the Cr and Al values more than counting statistics do. Repeated scans would narrow the stated intervals without removing those shifts. The complete figures are in the numerical output below.

## Numbers as computed

```
T = 1473 K, kT = 0.12693 eV, anneal 16 h
couple length 1200 um, 120 cells, 30 steps
noise 0.001 mole fraction, 960 data, D unit 100 um2/h
interactions CrAl -0.4, CrNi -0.1, AlNi -1.2 eV
reference composition x_Cr 0.15, x_Al 0.05
couple 1 (x_Cr, x_Al): (0.02, 0.1) | (0.28, 0.02)
couple 2 (x_Cr, x_Al): (0.05, 0.05) | (0.3, 0.05)
couple 3 (x_Cr, x_Al): (0.15, 0.01) | (0.15, 0.11)
couple 4 (x_Cr, x_Al): (0.05, 0.01) | (0.22, 0.09)
D matrix no wind [CrCr CrAl AlCr AlAl], um2/h: 98.8 17.9 78.3 455.4
D matrix with wind [CrCr CrAl AlCr AlAl], um2/h: 100.1 22.6 81.8 468.0
D matrix: code vs free energy, relative error 3.1e-17
solver vs error-function solution, relative error 1.1e-03
D eigenvalues over all profiles 73.4 to 797.6 um2/h
couple 2: Al departs from its flat start by 0.0106 mole fraction
misfit S at starting guess 3479.1
adjoint vs tangent, scaled error 2.3e-16
adjoint vs central differences (1e-4 eV), error 2.1e-07
directional difference, step 1e-02 eV: scaled error 1.3e-03
directional difference, step 1e-03 eV: scaled error 1.3e-05
directional difference, step 1e-04 eV: scaled error 1.3e-07
directional difference, step 1e-07 eV: scaled error 2.4e-10
linear solves: forward 77, forward+adjoint 107, central differences 1078
fit: 12 gradient evaluations, S = 425.94, 2S/freedom = 0.894
parameter (eV): true, fit, 95% half-width, half-width couple 1 alone
  Cr value         0.000    0.0032   0.0042   0.0658
  Cr slope x_Cr    0.200    0.1734   0.0433   1.4229
  Cr slope x_Al    0.600    0.4491   0.1553   5.1916
  Al value         0.120    0.1190   0.0024   0.1846
  Al slope x_Cr    0.300    0.2652   0.0405   4.7752
  Al slope x_Al    0.500    0.4690   0.1060  17.1269
  Ni value        -0.060   -0.0685   0.0365   0.4840
squared distance fit-truth 11.29 (expected about 7)
strongest correlation -0.907: Ni value / Cr value
largest mesh bias 0.57 standard deviations
D Cr at reference 102.6 um2/h, 95% 99.3 to 106.0; 2.85e-10 cm2/s
D Al at reference 255.3 um2/h, 95% 250.4 to 260.3; 7.09e-10 cm2/s
D Ni at reference 58.3 um2/h, 95% 43.7 to 77.8; 1.62e-10 cm2/s
16 refits: mean squared distance 6.59, expected 7 +- 0.94; coverage 0.929
refits: largest last correction 2.0e-02, largest departure from linear estimate 1.18 std. dev.
error factor per step with a frozen matrix: median 0.46, largest 2.56
shifts (eV): interactions +10%, wind (f = 0.7815), Ni slope x_Al 0.3 eV
  Cr value         -0.0093   -0.0058   -0.0005
  Cr slope x_Cr    -0.0697   -0.0220   -0.0004
  Cr slope x_Al    -0.0292    0.0682    0.0320
  Al value          0.0051    0.0027    0.0000
  Al slope x_Cr     0.0009    0.0096    0.0019
  Al slope x_Al     0.0384    0.0591   -0.0034
  Ni value          0.0629    0.0512    0.0033
rms misfit left after these refits (noise units): 0.066 0.016 0.014
furnace error 5 K at 2.9 eV shifts values by 0.0098 eV
excess volumes Cr 0.05, Al 0.25: volume change across a couple up to 2.9 %
```
